# Choosing Angular and Spatial Resolution for a Ballistic Phonon Hotspot

A transistor under load heats a region a few tens of nanometres wide. If phonons travel much farther than that between collisions, heat leaves the region along straight lines. A computed temperature map may then show bright spokes radiating from the hotspot, with cold gaps between them. On a coarser mesh the spokes fade and the map looks more believable. Which map should be trusted, and which setting should be changed?

An electronic-structure calculation of lattice vibrations can supply the phonon speed, heat capacity and mean free path. The transport calculation that follows needs two further settings: the number $N$ of directions, called ordinates, and the number $n$ of mesh cells per side. They control different errors, and these errors can cancel.

## The model behind the settings

Consider a square of side $L$ with a central square hotspot of side $a$, heated steadily at power density $Q$. The phonons are gray: all have the same speed $v$ and mean free path $\Lambda$. They move in the plane, so a direction is one angle $\phi$, with unit vector $\mathbf s=(c,s)=(\cos\phi,\sin\phi)$. The edges absorb every phonon that reaches them and emit none above the reference temperature.

Let $e(\mathbf r,\phi)$ be the excess energy density per unit angle and $U=\int e\,d\phi$. Scattering redistributes energy evenly over angle, so

$$v\,\mathbf s\cdot\nabla e=\frac{v}{\Lambda}\left(\frac{U}{2\pi}-e\right)+\frac{Q\chi}{2\pi},$$

where $\chi=1$ in the hotspot and zero elsewhere. Measure lengths in $L$, and define $f=2\pi ev/(QL)$, $u=Uv/(QL)$ and $\kappa=L/\Lambda$. Multiplying the equation by $2\pi/Q$ gives

$$\mathbf s\cdot\nabla f+\kappa f=q+\kappa u,\qquad u=\frac1{2\pi}\int_0^{2\pi}f\,d\phi, \tag{1}$$

with $q=\chi$. From here on $a$ and all coordinates are in units of $L$. For a constant heat capacity $C$ per volume, the temperature rise is $\Delta T=U/C=u\,QL/(vC)$. Far from equilibrium this is a measure of energy density, not a thermodynamic temperature.

The example uses round parameters: $L=100$ nm, a 20 nm hotspot ($a=0.2$), $v=5000$ m/s, $C=10^6$ J/(m³ K) and $Q=10^{18}$ W/m³. The temperature scale is

$$\frac{QL}{vC}=\frac{10^{18}\times10^{-7}}{5000\times10^6}\ \text{K}=20\ \text{K}.$$

## The answer without a mesh or rays

In the ballistic limit, $\kappa=0$, equation (1) says that $f$ grows at rate $q$ along a ray. No phonons enter at the edge, so

$$f(\mathbf r,\phi)=\int_0^{t_{\rm edge}}q(\mathbf r-t\mathbf s)\,dt=\ell(\mathbf r,\phi).$$

Here $\ell$ is the length of hotspot crossed when looking backward from $\mathbf r$. Averaging over angle gives an integral over $t$ and $\phi$. These are polar coordinates about $\mathbf r$, with area element $dA'=t\,dt\,d\phi$. Hence $dt\,d\phi=dA'/t$ and

$$u(\mathbf r)=\frac1{2\pi}\int_{\rm hotspot}\frac{dA'}{|\mathbf r-\mathbf r'|}. \tag{2}$$

The domain is convex, so no edge blocks the path from a source point to $\mathbf r$. Far away, $u\approx a^2/(2\pi r)$, where $r$ is the distance from the hotspot centre. This is a smooth field without spokes.

The integral has a closed form. Define

$$G(x,y)=x\,\mathrm{asinh}\frac{y}{|x|}+y\,\mathrm{asinh}\frac{x}{|y|}.$$

Differentiating the first term with respect to $x$ gives $\mathrm{asinh}(y/|x|)-y/\sqrt{x^2+y^2}$; the second gives $+y/\sqrt{x^2+y^2}$. Thus $\partial_xG=\mathrm{asinh}(y/|x|)$, and a further $y$ derivative gives $1/\sqrt{x^2+y^2}$. Since $G$ is continuous across the axes, it may be evaluated at the corners. With $b=a/2$ and $(X,Y)$ measured from the hotspot centre,

$$2\pi u=G(X+b,Y+b)-G(X-b,Y+b)-G(X+b,Y-b)+G(X-b,Y-b).$$

At the centre, $G(b,b)=G(-b,-b)=2b\,\mathrm{asinh}1$, while the two mixed corners give $-2b\,\mathrm{asinh}1$. The four terms add to $8b\,\mathrm{asinh}1=4a\,\mathrm{asinh}1$, so

$$u_{\rm centre}=\frac{2a}{\pi}\mathrm{asinh}1=0.1122,\qquad \Delta T=0.1122\times20\ \text{K}=2.24\ \text{K}.$$

## What the angular setting does

Replace the continuous angle by $N$ equally spaced ordinates with equal weights:

$$\phi_m=\frac{2\pi}{N}\left(m+\tfrac12\right),\qquad u_N(\mathbf r)=\frac1N\sum_{m=0}^{N-1}\ell(\mathbf r,\phi_m). \tag{3}$$

Take $N$ divisible by four, so that no ordinate lies along an axis. Transport along each ordinate is still exact here: the entry and exit points of the backward ray follow from its intersections with the hotspot faces. The difference $u_N-u$ is the ray effect. It contains no mesh error.

Seen from an outside point, the hotspot fills an angular interval of width $\delta$. An ordinate must fall inside it if

$$\frac{2\pi}{N}<\delta. \tag{4}$$

If (4) fails, the point may be dark, with $u_N=0$. When the hotspot is distant, $\delta$ is roughly its apparent width divided by $r$, so the required $N$ grows with $r/a$.

On a grid of $200\times200$ points, the smallest $\delta$ is 0.397 rad; at the corners of the square itself it is 0.395 rad. For $N=8$ the spacing is 0.785 rad and 20% of the area is dark. For $N=12$ it is 0.524 rad and 1% is dark. For $N=16$ it is 0.393 rad, just below the smallest width, and no grid point is dark.

Being lit is not the same as being accurate. Where $\ell(\phi)$ is continuous with kinks, the angular sum has an error of order $N^{-2}$. Points near the extended line of a hotspot face are worse. There $\ell$ rises from zero to about $a$ over a very small angle, and the sum can be wrong by an amount of order $a/N$. These points form strips of width of order $1/N$. The mean squared error is therefore of order $N^{-2}\times N^{-1}$, and its root is of order $N^{-3/2}$.

This is a scaling estimate. Ray tracing on a $400\times400$ grid gives relative root-mean-square errors of 0.322, 0.088 and 0.030 for $N=8$, 16 and 32. From $N=64$ to 256 the error falls from 0.0110 to 0.0014, an observed order of 1.50. All field errors below are likewise root-mean-square differences over cell centres, divided by the root-mean-square reference field.

## What the mesh setting does

Let the cells have width $h=1/n$, and take $c,s>0$. Integrate (1) over a cell and approximate the value on each face by that of the cell upstream. The fluxes through opposite faces differ by $hc(f_{ij}-f_{i-1,j})$ and $hs(f_{ij}-f_{i,j-1})$. Division by the cell area $h^2$ gives the upwind, or step, scheme:

$$\left(\frac ch+\frac sh+\kappa\right)f_{ij}=\frac ch f_{i-1,j}+\frac sh f_{i,j-1}+q_{ij}+\kappa u_{ij}. \tag{5}$$

Cells are visited downstream, so both neighbours on the right are known. Other quadrants follow by reflection, with $|c|$ and $|s|$ in the coefficients. The average of $f$ over ordinates is $u_{N,h}$.

The scheme spreads a beam sideways. At $\kappa=0$ and away from the source, (5) becomes

$$f_{ij}=p f_{i-1,j}+(1-p)f_{i,j-1},\qquad p=\frac{c}{c+s}.$$

This is a random walk that steps right with probability $p$ and up with probability $1-p$. After $m$ steps, $k$ of them to the right, the displacement is $(kh,(m-k)h)$. Its component perpendicular to the ray is

$$\eta=-s\,kh+c(m-k)h=cmh-(c+s)hk.$$

The binomial mean of $k$ is $mp$, so the mean of $\eta$ vanishes. Its variance is $mp(1-p)$, so

$$\sigma^2=(c+s)^2h^2m\,\frac{cs}{(c+s)^2}=mh^2cs.$$

The mean displacement is $mh(c,s)/(c+s)$, which has length $t=mh/(c+s)$. Eliminating $m$ and restoring the other quadrants,

$$\sigma^2=htS,\qquad S=|cs|(|c|+|s|). \tag{6}$$

This sideways spreading is false diffusion. At $22.5^\circ$, $S=0.462$. With $h=1/120$ and $t=0.638$, equation (6) gives $\sigma^2=0.00246$, or $\sigma\approx0.05$. The beam has spread by about six cell widths, even though the equation being solved has no scattering.

The width grows as $\sqrt h$, which limits the convergence rate. Outside the hotspot, one ordinate produces a beam whose cross-section has kinks. Smoothing a kink changes $f$ by an amount of order $\sqrt h$ over a strip of width $\sqrt h$. The mean squared error is of order $h\times h^{1/2}$, so its root is of order $h^{3/4}$, larger than the order-$h$ error of smooth regions. This holds at fixed $N$ once the blur is narrower than the beam.

## Separating the two errors

Add and subtract the ray-traced field:

$$u_{N,h}-u=\underbrace{(u_{N,h}-u_N)}_{\text{spatial truncation}}+\underbrace{(u_N-u)}_{\text{ray effect}}. \tag{7}$$

The first difference compares two calculations with the same ordinates and vanishes as $h\to0$. The second does not involve the mesh. For a source without a closed form, a ray-traced sum with many more ordinates can stand in for $u$.

For $N=8$ the relative errors are:

| $n$ | Spatial | Ray | Total | Overlap |
|---:|---:|---:|---:|---:|
| 20 | 0.285 | 0.3215 | 0.106 | −0.95 |
| 40 | 0.205 | 0.3227 | 0.145 | −0.95 |
| 160 | 0.085 | 0.3225 | 0.256 | −0.84 |
| 640 | 0.031 | 0.3225 | 0.302 | −0.68 |

The ray column varies slightly because its norm is sampled on different grids. The spatial error falls steadily, with an observed order of 0.74 between $n=320$ and 640. The total error nevertheless rises.

The overlap $\rho$ is the mean product of the two error fields divided by the product of their root-mean-square values. Squaring (7) and averaging gives

$$E_{\rm total}^2=E_{\rm space}^2+E_{\rm ray}^2+2\rho E_{\rm space}E_{\rm ray}.$$

At $n=20$ the first two terms are $0.0810+0.1034$, and the last is $-0.1731$. Their sum is 0.0113, whose root is 0.106. The coarse result owes its small error to cancellation.

False diffusion explains the sign. At radius $r$, the $N$ spokes have spacing $2\pi r/N$ and hence transverse wavenumber $N/r$. Averaging a wave of wavenumber $k$ over a Gaussian of variance $\sigma^2$ multiplies it by $e^{-\sigma^2k^2/2}$. With $t\approx r$ in (6), the damping factor is

$$D\approx\exp\left(-\frac{hN^2S}{2r}\right). \tag{8}$$

The mesh removes a fraction $1-D$ of the spokes. Its error therefore contains the spokes with reversed sign, which gives the negative overlap. Equation (8) assumes a narrow angular blur and one value of $S$. For $N=8$ every ordinate has the same $S$.

The damping can be measured by dividing each field by the exact one in the ring $0.35<r<0.45$ and taking the strength of the eightfold angular variation relative to the mean. The ratio of the mesh value to the ray-traced value is 0.37 at $n=40$, 0.62 at $n=80$ and 0.89 at $n=320$. With $r=0.4$, equation (8) gives 0.40, 0.63 and 0.89. The largest difference is on the coarsest of these meshes, where the blur is widest.

## A point where refinement makes the answer worse

Consider the point $(0.9875,0.5125)$, near the middle of the right edge. The nearest hotspot face is 0.3875 away, and its lower corner lies 0.1125 below the point. The steepest line of sight to the hotspot has slope $0.1125/0.3875\approx0.29$. The shallowest of the eight ordinates has slope $\tan22.5^\circ\approx0.41$ and misses the hotspot.

The closed form gives a temperature rise of 0.263 K there, whereas eight exact rays give zero. The upwind scheme gives 0.101 K for $n=40$, 0.021 K for $n=120$ and 0.0013 K for $n=360$. For $n=1080$ the result is zero to five decimals in kelvin. The mesh calculation is converging, but to $u_N$ instead of $u$. Agreement between successive meshes at fixed $N$ says nothing about the ray effect.

## Refining both settings

Doubling both settings together gives total errors of 0.145 for $(n,N)=(40,8)$, 0.041 for $(80,16)$, 0.021 for $(160,32)$ and 0.0105 for $(320,64)$. Each of the last two doublings roughly halves the error. A plausible reason, offered as a conjecture, is that averaging over many ordinates smooths the kinks of the individual beams and leaves the order-$h$ error.

Equation (8) shows how the settings interact. For directions well away from the axes, $S$ is of order one. Their spoke damping stays roughly fixed if $N$ grows as $h^{-1/2}$, and strengthens at each refinement if $N$ grows as $h^{-1}$, as in this sequence. The ordinates nearest an axis are different: they have $S\approx\pi/N$, so the exponent in (8) scales as $hN$. Their damping weakens in the first case and stays roughly fixed in the second. If $h$ shrinks at fixed $N$, the damping disappears and the spokes return.

## Adding weak scattering

For $\kappa>0$ the right side of (5) contains the unknown $u$. Source iteration inserts the previous $u$, sweeps all ordinates, and repeats. In the continuous problem, integration along rays now includes the survival factor $e^{-\kappa t}$, so

$$u=K(q+\kappa u),\qquad (Kg)(\mathbf r)=\frac1{2\pi}\int_{\rm square}\frac{e^{-\kappa R}}R\,g(\mathbf r')\,dA',$$

where $R=|\mathbf r-\mathbf r'|$. One iteration multiplies an error by $\kappa K$. Dropping the exponential can only increase the integral of the positive kernel. What remains is greatest at the centre: for each coordinate in turn, the integral of a symmetric decreasing function over an interval of fixed length is largest when the interval is centred. Formula (2) for a square of side one then gives

$$\|\kappa K\|_\infty\le\frac{2\kappa}{\pi}\mathrm{asinh}1.$$

At $\kappa=0.1$, a mean free path of ten domain sides, this bound is 0.056. With the example parameters this is $\Lambda=1\ \mu$m and a planar gray conductivity $Cv\Lambda/2=2500$ W/(m K), more than ten times that of bulk silicon. The case is chosen to expose the ray effect; neither it nor the ballistic 2.24 K describes a silicon channel. The discrete calculation with $n=40$ and $N=8$ has a last ratio of successive changes of 0.047. It needs nine iterations to bring the largest change in $u$ below $10^{-12}$.

At convergence, sum (5) over cells and average over ordinates. Fluxes through interior faces cancel, and the average of $\kappa(f-u)$ vanishes. The edge outflow must therefore equal the heating $a^2=0.04$, and the computed outflow is 0.0400. This balance holds for any $N$, so it reveals an unconverged iteration but not a ray effect.

### Treating the direct heat separately

The spokes come from a small source seen along few directions. Split the field as $u=u_0+u_c$, where

$$u_0=Kq,\qquad u_c=K\left[\kappa(u_0+u_c)\right].$$

For $u_0$, each backward ray crosses the hotspot between distances $t_1$ and $t_2$ and contributes $\int_{t_1}^{t_2}e^{-\kappa t}dt=(e^{-\kappa t_1}-e^{-\kappa t_2})/\kappa$. The average over 4096 directions is inexpensive because it involves no iteration. The mesh and the eight ordinates are used for $u_c$ alone. Its source fills the whole square, so no interior point is dark to it.

The reference is the integral equation solved as a dense linear system on the same $40\times40$ cells. Its kernel uses the closed-form integral of $1/R$ over each cell, multiplied by $e^{-\kappa R}$ at the distance between cell centres. This reference is discretised in space but has no ordinates in its scattered part, and it shares $u_0$ with the split calculation.

The plain calculation has a relative error of 0.137, already reduced by false diffusion. The split calculation has an error of 0.0011. The scattered part is 4.0% of the whole field in root-mean-square size and has a relative error of 2.7%, and $0.040\times0.027=0.0011$. Any error in the shared $u_0$ is not included. The same product shows when the gain shrinks: as $\kappa$ rises, the scattered share grows. With the same $n$ and $N$, the share is 0.32 at $\kappa=1$, 0.58 at $\kappa=2.5$ ($\Lambda=40$ nm) and 0.78 at $\kappa=5$, and the split error is smaller than the plain one by factors of about 14, 4 and 1.4, against about 130 at $\kappa=0.1$.

### The opposite limit

When $\kappa$ is large and $u$ varies slowly over a mean free path, (1) gives $f\approx u-\mathbf s\cdot\nabla u/\kappa$ to first order in gradients. Averaging (1) over angle, with $\langle c^2\rangle=\langle s^2\rangle=1/2$ and $\langle cs\rangle=0$, yields

$$-\frac1{2\kappa}\nabla^2u=q.$$

The ordinates (3) reproduce these averages, so to this order the ray effect disappears. The mesh error remains. Taylor expansion of the upwind differences in (5) adds $-(h/2)(|c|\partial_x^2+|s|\partial_y^2)f$ to the left side of (1). With many ordinates $\langle|c|\rangle=\langle|s|\rangle=2/\pi$, and the diffusion coefficient becomes

$$\frac1{2\kappa}+\frac h\pi=\frac1{2\kappa}\left(1+\frac{2\kappa h}{\pi}\right).$$

Since $\kappa h$ is the cell width divided by the mean free path, cells must be much smaller than $\Lambda$. In this regime the mesh setting deserves attention first.

## Choosing the settings

1. Estimate the smallest angular width $\delta$ of the heat source from any point of interest. Start with $N>2\pi/\delta$. In the example this means $N=16$, which still leaves a 9% ray error, so accuracy demands more.
2. Set $\kappa=0$ and trace the chosen ordinates exactly. Compare the result with the mesh solution, also at $\kappa=0$, to obtain the spatial error, and with a much finer set of rays to obtain the ray effect.
3. Refine the mesh and the ordinates together. If spokes sharpen when only the mesh is refined, increase $N$; returning to the coarse mesh merely restores the cancellation.
4. If scattering is weak and the source small, compute the direct heat by ray integration and leave the scattered heat to the ordinates.

The numerical thresholds belong to this planar geometry and the upwind scheme. Directions in three dimensions need a second angular grid with its own error. Neither setting repairs the gray model, which gives all phonons one mean free path, or the neglect of wave interference in a Boltzmann description.
